# Continuity equation and conserved current for nonlocal pseudopotentials

An electron in a stationary Bloch state crosses a crystal without piling up anywhere, so the same number of particles per unit time and per cell cross-section must pass through every plane parallel to a given lattice plane. If the ions are described by nonlocal pseudopotentials and the flux is computed from the usual current $\mathrm{Im}\,\psi^*\nabla\psi$, this generally fails for planes that cut a core. In the model crystal treated below, the flux through the middle of one core is 60 % larger than the flux between the cores, although the density does not change in time. The missing piece is transport by the nonlocal potential itself.

## 1. Setting and conventions

Hartree atomic units are used, with $\hbar=m=1$. All currents are particle currents; the electric current has the opposite sign. There is no vector potential. The Hamiltonian is

$$H=\tfrac12p^2+V_{\rm loc}(\mathbf r)+\sum_aV_a,\qquad V_a=\sum_{ij}|\beta_{ai}\rangle D^a_{ij}\langle\beta_{aj}|,$$

where $V_{\rm loc}$ is real and $D^a$ is a Hermitian matrix. The projectors $\beta_{ai}$ vanish outside a sphere of radius $r_c$ about the core position $\mathbf R_a$, and the spheres do not overlap. The density is $\rho=|\psi|^2$, as for norm-conserving pseudopotentials. Ultrasoft and PAW densities contain augmentation terms, which need their own treatment.

In a crystal the sum over $a$ includes all lattice translations. Bloch states are normalized to one particle in a cell of volume $\Omega$, and expectation values refer to one cell. A lattice translation multiplies $\psi$ and $\sum_aV_a\psi$ by the same phase, so densities built from $\psi^*$ and $\sum_aV_a\psi$ are periodic; the term of a single core is carried into that of the translated core.

## 2. The source term

From $\partial_t\psi=-iH\psi$ and its conjugate,

$$\partial_t\rho=-i\psi^*H\psi+i\psi(H\psi)^*=2\,\mathrm{Im}(\psi^*H\psi),$$

because $-i(z-z^*)=2\,\mathrm{Im}\,z$. The three parts of $H$ contribute as follows.

The kinetic part gives $-\mathrm{Im}(\psi^*\nabla^2\psi)$. Since $\nabla\cdot(\psi^*\nabla\psi)=|\nabla\psi|^2+\psi^*\nabla^2\psi$ and the first term is real, this equals $-\nabla\cdot\mathbf j$ with

$$\mathbf j=\mathrm{Im}(\psi^*\nabla\psi).$$

The local potential gives $2\,\mathrm{Im}(V_{\rm loc}|\psi|^2)=0$. The nonlocal part remains:

$$\partial_t\rho+\nabla\cdot\mathbf j=S=\sum_aS_a,\qquad S_a(\mathbf r)=2\,\mathrm{Im}\big[\psi^*(\mathbf r)(V_a\psi)(\mathbf r)\big].\tag{1}$$

With the projections $c_{ai}=\langle\beta_{ai}|\psi\rangle$,

$$S_a(\mathbf r)=2\,\mathrm{Im}\sum_{ij}\psi^*(\mathbf r)\beta_{ai}(\mathbf r)D^a_{ij}c_{aj}.\tag{2}$$

The meaning is clearest with the kernel $V_a(\mathbf r,\mathbf r')$, for which

$$S_a(\mathbf r)=\int w(\mathbf r,\mathbf r')\,d^3r',\qquad w(\mathbf r,\mathbf r')=2\,\mathrm{Im}\big[\psi^*(\mathbf r)V_a(\mathbf r,\mathbf r')\psi(\mathbf r')\big].$$

Hermiticity, $V_a(\mathbf r',\mathbf r)=V_a(\mathbf r,\mathbf r')^*$, gives $w(\mathbf r',\mathbf r)=-w(\mathbf r,\mathbf r')$. Thus $w$ is a rate of transfer from $\mathbf r'$ to $\mathbf r$: what one point gains, the other loses. The transfer does not pass through the points between them, so $\mathbf j$ does not record it.

Two limits follow. A local kernel $v(\mathbf r)\delta(\mathbf r-\mathbf r')$ with real $v$ gives $S_a=0$. So does a wave function that is real up to a constant phase, if the projectors and $D^a$ are real; $\mathbf j$ then vanishes as well.

## 3. The integral over each core

Since $\int\psi^*\beta_{ai}\,d^3r=c_{ai}^*$, equation (2) gives

$$\int_{\text{core }a}S_a\,d^3r=2\,\mathrm{Im}\sum_{ij}c_{ai}^*D^a_{ij}c_{aj}=0.\tag{3}$$

The double sum is real because $D^a$ is Hermitian: conjugating it and exchanging $i$ and $j$ reproduces it. No symmetry of the crystal and no stationarity of $\psi$ is needed.

Integrating (1) over the sphere now gives

$$\frac{d}{dt}\int_{\text{core }a}\rho\,d^3r=-\oint\mathbf j\cdot\mathbf n\,dA.$$

The ordinary current therefore accounts correctly for the charge of a whole core. It can fail for surfaces that cut through one; the planes through the core centres in Section 9 are examples.

The assumptions matter here. Suppose a Hermitian term $t(|\beta_A\rangle\langle\beta_B|+|\beta_B\rangle\langle\beta_A|)$, with real $t$, couples two cores. Its source in core A integrates to $2t\,\mathrm{Im}(c_A^*c_B)$ and that in core B to the negative of this. The total vanishes, but the separate integrals generally do not, because the term moves particles from core to core. If spheres overlap, each $S_a$ still integrates to zero over its own sphere, but the total $S$ in that sphere need not. If projectors have tails, (3) holds for the integral over all space and only approximately for a finite sphere.

## 4. The first moment is a velocity

The source has no net strength, but it generally has a dipole moment. Define

$$\mathbf d_a=\int(\mathbf r-\mathbf R_a)S_a\,d^3r.$$

By (3) the choice of origin is immaterial. Writing $2\,\mathrm{Im}\,z=-i(z-z^*)$,

$$\mathbf d_a=-i\big(\langle\mathbf rV_a\rangle-\langle V_a\mathbf r\rangle\big)=\langle i[V_a,\mathbf r]\rangle.\tag{4}$$

The position operator is harmless here, since $V_a$ confines it to one sphere. The velocity operator is $\mathbf v=i[H,\mathbf r]$. From $[\tfrac12p^2,\mathbf r]=-i\mathbf p$, and since $V_{\rm loc}$ commutes with $\mathbf r$,

$$\langle\mathbf v\rangle=\langle\mathbf p\rangle+\mathbf d,\qquad\mathbf d=\sum_{a\in\text{cell}}\mathbf d_a.\tag{5}$$

For a nondegenerate Bloch state this is the slope of the band. With $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$,

$$\nabla_{\mathbf k}H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}(-i\mathbf rH+iH\mathbf r)e^{i\mathbf k\cdot\mathbf r}=e^{-i\mathbf k\cdot\mathbf r}\,\mathbf v\,e^{i\mathbf k\cdot\mathbf r},$$

and the Hellmann–Feynman theorem gives $\nabla_{\mathbf k}E=\langle\mathbf v\rangle$.

## 5. Conserved current from a periodic Poisson equation

A correction $\mathbf f$ is wanted such that $\mathbf J=\mathbf j+\mathbf f$ obeys $\partial_t\rho+\nabla\cdot\mathbf J=0$. By (1) this requires $\nabla\cdot\mathbf f=-S$. Take $\mathbf f=-\nabla\chi$, so that

$$\nabla^2\chi=S.\tag{6}$$

Write periodic functions as $\chi(\mathbf r)=\sum_{\mathbf G}\chi_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Equation (6) becomes $-G^2\chi_{\mathbf G}=S_{\mathbf G}$. At $\mathbf G=0$ it demands $S_0=0$, which (3) guarantees. For $\mathbf G\ne0$,

$$\chi_{\mathbf G}=-\frac{S_{\mathbf G}}{G^2},\qquad(-\nabla\chi)_{\mathbf G}=-i\mathbf G\chi_{\mathbf G}=\frac{i\mathbf G\,S_{\mathbf G}}{G^2}.$$

The divergence of the last expression is $i\mathbf G\cdot i\mathbf G\,S_{\mathbf G}/G^2=-S_{\mathbf G}$, as required.

This field has no $\mathbf G=0$ component. The cell average of $\mathbf j-\nabla\chi$ is therefore that of $\mathbf j$ alone, namely $\langle\mathbf p\rangle/\Omega$. By (5) the average should be $\langle\mathbf v\rangle/\Omega$. A uniform field has no divergence and may be added, which gives

$$\boxed{\;\mathbf J=\mathbf j-\nabla\chi+\frac{\mathbf d}{\Omega}\;}\tag{7}$$

The uniform term can be confirmed without appeal to the velocity operator. Take an orthorhombic cell of length $L_z$ and a stationary state, so that $\nabla\cdot\mathbf j=S$. Let $F(z)$ be the flux of $j_z$ through the cell's cross-section. Side faces cancel by periodicity, so $F'(z)=\int S\,dx\,dy$. Let the plane $z_0$ miss all cores. Integrating by parts over one period,

$$\langle p_z\rangle=\int_{z_0}^{z_0+L_z}F\,dz=L_zF(z_0+L_z)-\int_{z_0}^{z_0+L_z}(z-z_0)F'\,dz=L_zF(z_0)-d_z.$$

The last step uses the periodicity of $F$ and the fact that the interval contains whole cores, so that the moment of $S$ is $d_z$. Hence

$$F(z_0)=\frac{\langle p_z\rangle+d_z}{L_z}=\frac{\langle v_z\rangle}{L_z}.\tag{8}$$

In a plane that no core touches, the ordinary flux already has the correct value. The flux of $\mathbf J$ is the same through all planes and equals its average, $\langle v_z\rangle/L_z$. Without the uniform term the flux would also be constant, but at the wrong value $\langle p_z\rangle/L_z$. Constancy alone is thus no sufficient check of an implementation.

## 6. A correction confined to the cores

The periodic solution generally spreads outside the cores, where no nonlocal potential acts. This can be avoided by solving the Poisson equation in each sphere separately:

$$\nabla^2\chi_a=S_a\quad(|\mathbf r-\mathbf R_a|<r_c),\qquad\mathbf n\cdot\nabla\chi_a=0\quad\text{on the surface},$$

with $\mathbf f_a=-\nabla\chi_a$ inside and zero outside. By the divergence theorem a solution requires $\int S_a\,d^3r=\oint\mathbf n\cdot\nabla\chi_a\,dA=0$, which is (3). The normal component of $\mathbf f_a$ is continuous at the surface, so no surface source appears. A jump of the tangential component does no harm.

No uniform term is needed. Since $\nabla\cdot(x_i\mathbf f_a)=f_{a,i}+x_i\nabla\cdot\mathbf f_a$,

$$\int f_{a,i}\,d^3r=\oint x_i\,\mathbf f_a\cdot\mathbf n\,dA-\int x_i\nabla\cdot\mathbf f_a\,d^3r=0+\int x_iS_a\,d^3r=d_{a,i}.\tag{9}$$

For a numerical solution, expand $S_a=\sum_{lm}S_{lm}(r)Y_{lm}$ about the core, and $\chi_a$ likewise. For $l\ge1$ define $M_{lm}=\int_0^{r_c}s^{l+2}S_{lm}(s)\,ds$. The regular solution is

$$\chi_{lm}(r)=-\frac{1}{2l+1}\left[r^{-l-1}\!\int_0^r\!s^{l+2}S_{lm}\,ds+r^l\!\int_r^{r_c}\!s^{1-l}S_{lm}\,ds\right]+A_{lm}r^l.$$

At $r_c$ its slope is $\frac{l+1}{2l+1}M_{lm}r_c^{-l-2}+lA_{lm}r_c^{l-1}$. Setting this to zero gives

$$A_{lm}=-\frac{(l+1)M_{lm}}{l(2l+1)r_c^{2l+1}}.$$

For $l=0$, $\chi_{00}'(r)=r^{-2}\int_0^rs^2S_{00}\,ds$, which vanishes at $r_c$ by (3).

The confined and periodic corrections have equal divergence and equal cell average. Their difference is divergence-free with zero average, so its flux through a complete cell cross-section is independent of $z$ and vanishes. The two currents agree on every such flux but differ locally. Continuity does not determine the local current inside a core; a map of it shows a convention along with the physics.

## 7. An isolated core

For one core in infinite space, the Poisson solution that vanishes at infinity is a third choice. A dipole source shows how it differs. Take $r_c=1$, $S=z\,s(r)$ and $\chi=z\,g(r)$. Then $\nabla^2\chi=z(g''+4g'/r)$, so

$$(r^4g')'=r^4s,\qquad g'(1)=\int_0^1r^4s\,dr\equiv m,\qquad d_z=\int z^2s\,d^3r=\frac{4\pi}{3}m.$$

The integral of the correction over the sphere follows from the boundary value of $\chi$:

$$-\int\partial_z\chi\,d^3r=-\oint\chi\,n_z\,dA=-\frac{4\pi}{3}g(1).$$

With the confined condition, $\partial_r(rg)=0$ at $r=1$ gives $g(1)=-g'(1)=-m$, and the integral is $d_z$. In free space the outer solution is $g=P/r^3$. Matching its slope, $-3P=m$, gives $g(1)=P=-m/3$, and the integral is $d_z/3$.

Outside, the free-space correction is a dipole field that falls as $r^{-3}$. Its integral over all space depends on the order of integration. Over spherical shells it vanishes, since $\partial_z(z/r^3)=r^{-3}-3z^2r^{-5}$ has zero angular average, and the total stays at $d_z/3$. Over infinite planes the result is different. Let $\Phi(z)$ be the flux of the correction through such a plane. Then $\Phi'=-\int S\,dx\,dy$ and $\Phi$ vanishes beyond the core: closing such a plane with a large hemisphere on the side away from the core encloses no source, and a field falling as $r^{-3}$ sends no flux through the hemisphere in the limit; the two sides are consistent by (3). Hence $\int\Phi\,dz=-\int z\Phi'\,dz=d_z$. An integral over a finite box around the core should therefore not be used as the nonlocal velocity with this choice. The moment $\mathbf d_a$ can be computed directly.

## 8. What a finite plane-wave basis changes

Let $P$ project onto the basis, and let $V$ contain the local and nonlocal potentials. A computed eigenstate satisfies $PH\psi=E\psi$. The kinetic energy does not lead out of the basis, so $H\psi=E\psi+(1-P)V\psi$. Multiplying by $\psi^*$ and taking twice the imaginary part gives, with $S$ from the full projectors,

$$\nabla\cdot\mathbf j-S=-2\,\mathrm{Im}\big[\psi^*(1-P)V\psi\big].\tag{10}$$

The truncation is itself a nonlocal operation, even when the potential is local. The right side integrates to zero over the cell because $(1-P)\psi=0$, but not necessarily over each core. Equation (3) is unaffected: it holds for any $\psi$, provided projections and integrals are accurate.

The long-wavelength part of this error is especially small. Its component at $\mathbf G$ combines a component of $V\psi$ outside the basis with a coefficient of $\psi$ that lies within $|\mathbf G|$ of the cutoff sphere. For small $\mathbf G$ both factors are small in a well-converged basis.

## 9. Worked example

The model crystal has a cell of $5\times5\times9$ bohr with unlike cores A at $(2,2,2)$ and B at $(3,2.5,6)$ bohr. The arrangement has no inversion centre that would make the core integrals vanish by symmetry. With $r_c=1.8$ bohr and $\mathbf r$ measured from the core, each core has one s projector proportional to $(1-r^2/r_c^2)^3$ and three p projectors proportional to $x_i(1-r^2/r_c^2)^3$, all normalized. The diagonal strengths $(D_s,D_p)$ are $(2.0,-0.5)$ hartree for A and $(1.0,0.5)$ hartree for B. Local Gaussian wells $-w\,e^{-r^2/2\sigma^2}$ have $\sigma=1$ bohr and depths $w$ of 1.0 and 0.6 hartree. The lowest band is taken at $\mathbf k=(0.20,0.10,0.15)$ bohr$^{-1}$.

**Continuity.** The root-mean-square difference between $\nabla\cdot\mathbf j$ and $S$, relative to that of $S$, is 0.44, 0.12 and 0.027 at cutoffs of 5, 10 and 20 hartree, the basis being the waves $\mathbf k+\mathbf G$ with $G^2/2$ below the cutoff. A cut on $|\mathbf k+\mathbf G|^2/2$ gives 0.49, 0.077 and 0.025 instead. The last basis, with 979 waves, is used below. For an equal superposition of the two lowest bands, whose density does change in time, the corresponding residual of (1) depends on the relative phase of the two states and lies between 0.023 and 0.067 for eight equally spaced phases. Raising the cutoff to 60 hartree leaves the velocities quoted below unchanged and moves the ordinary flux at the centre of A from 0.02342 to 0.02343.

**Core integrals.** In core A the integral of $|S_A|$ is 0.0315, while that of $S_A$ is about $2\times10^{-11}$, both in atomic units. In core B the values are 0.0011 and about $-3\times10^{-11}$. An added coupling of 0.5 hartree between the two s projectors, evaluated with the same wave function, gives source integrals of $+0.01126$ in A and $-0.01126$ in B, as Section 3 predicts.

**Velocity.** Along $z$ the momentum and the source moments of A and B add up to

$$0.14341-0.01162-0.00034=0.13145.$$

The finite-difference slope of the band is 0.13146; the difference is rounding. The three components agree within the tested tolerance of $10^{-5}$. Momentum alone would overestimate the velocity along $z$ by $0.01196/0.13146=9.1\,\%$.

**Plane fluxes.** Equation (8) predicts $0.13146/9=0.01461$ particles per atomic time. The values through the cell's cross-section are, in the same unit:

| $z$ (bohr) | $\mathbf j$ | $\mathbf j-\nabla\chi$ | $\mathbf J$ |
|---|---|---|---|
| 2.0, centre of A | 0.02342 | 0.01593 | 0.01460 |
| 4.0, between cores | 0.01461 | 0.01594 | 0.01461 |
| 6.0, centre of B | 0.01490 | 0.01593 | 0.01460 |
| 8.5, between cores | 0.01461 | 0.01593 | 0.01461 |

The first column is correct between the cores and too large in the two tabulated core planes, by 60 % at the centre of A and 2 % at that of B. Core A feeds the ordinary current on the side where the electron enters and drains it on the other, in accordance with its negative moment. The second column is constant but equals $\langle p_z\rangle/L_z=0.14341/9=0.01593$. The uniform term, $-0.01196/9=-0.00133$, brings it to the correct value.

The flux of $\mathbf J$ still varies by $1.2\times10^{-5}$ over the cell, against $8.8\times10^{-3}$ for $\mathbf j$. The ratio of the two is 0.14 %. It is a different measure from the root-mean-square residual of 2.7 %: the $z$ derivative of the flux of $\mathbf J$ is the plane integral of $\nabla\cdot\mathbf j-S$, so only the components of (10) at $\mathbf G=(0,0,G_z)$ enter the flux, each divided by $G_z$.

The velocity along $z$ is $2.88\times10^5$ m/s. For one electron per cell in this state, the charge current through the cross-section has magnitude 96.7 µA.

About 51 % of the integrated magnitude of $\mathbf J-\mathbf j$ lies outside the cores. For fluxes through complete planes this is harmless. Where the current between the atoms is to be read point by point, the confined correction of Section 6 is preferable, because it leaves $\mathbf j$ unchanged there.

## 10. Use with many states

Equations (1) to (7) are linear in the source. For occupied states $n$, the sources are summed with their occupations and Brillouin-zone weights, and one Poisson equation is solved for the sum. If the projectors, $D^a$ and $V_{\rm loc}$ are real, $\psi_{-\mathbf k}$ can be taken as $\psi_{\mathbf k}^*$, so $S$, $\mathbf j$ and $\mathbf d$ change sign under $\mathbf k\to-\mathbf k$. The sums then vanish when $\mathbf k$ and $-\mathbf k$ are equally occupied, and the weights of a $\mathbf k$ set reduced by symmetry cannot be applied to the sources directly; the sum must cover the full zone, either directly or by applying to the sources of the reduced set those symmetry operations that leave the occupations unchanged. Four checks are available:

1. The integral of $S_a$ over each core should be small compared with that of $|S_a|$.
2. The sum $\langle\mathbf p\rangle+\mathbf d$ should reproduce the band slope for a single nondegenerate state.
3. For a stationary state, the flux of $\mathbf J$ should be constant from plane to plane.
4. Its value should match the flux of $\mathbf j$ in planes clear of the cores.

The third check fails if the Poisson term has the wrong sign and the plane integral of $S$ is not identically zero, and the fourth if the uniform term is missing and the component of $\mathbf d$ normal to the planes is not zero. The numerical output below gives the remaining planes and components.

## Numbers as computed

```
cell edges (bohr): 5.000000 5.000000 9.000000
core A centre (bohr): 2.000000 2.000000 2.000000
core A D_s, D_p (hartree): 2.0 -0.5
core A local well depth (hartree): 1.0
core B centre (bohr): 3.000000 2.500000 6.000000
core B D_s, D_p (hartree): 1.0 0.5
core B local well depth (hartree): 0.6
core radius, well width (bohr): 1.8 1.0
k (1/bohr): 0.200000 0.100000 0.150000
cutoff 5 hartree: 133 waves, relative residual of div j = S: 0.44308
cutoff 10 hartree: 321 waves, relative residual of div j = S: 0.12400
cutoff 20 hartree: 979 waves, relative residual of div j = S: 0.02702
two lowest band energies (hartree): 0.003521 0.123281
two-band continuity, relative residual: 0.02332
core A integral of S (a.u.): 2.45e-11
core A integral of |S| (a.u.): 0.031515
core A first moment of S (a.u.): -0.015387 -0.007482 -0.011616
core B integral of S (a.u.): -2.54e-11
core B integral of |S| (a.u.): 0.001101
core B first moment of S (a.u.): -0.000515 -0.000258 -0.000340
inter-core coupling (hartree): 0.5
its source integral over A, B (a.u.): 0.011260 -0.011260
mean momentum (a.u.): 0.189992 0.095519 0.143414
total source moment (a.u.): -0.015901 -0.007740 -0.011956
momentum + moment (a.u.): 0.174091 0.087779 0.131457
finite-difference band slope (a.u.): 0.174091 0.087779 0.131457
plane fluxes (1/atomic time): j | j - grad chi | J
z = 1.0 bohr: 0.015946 | 0.015936 | 0.014607
z = 2.0 bohr: 0.023424 | 0.015930 | 0.014601
z = 3.0 bohr: 0.015946 | 0.015935 | 0.014607
z = 4.0 bohr: 0.014610 | 0.015939 | 0.014610
z = 5.0 bohr: 0.014621 | 0.015933 | 0.014605
z = 6.0 bohr: 0.014902 | 0.015932 | 0.014603
z = 7.0 bohr: 0.014631 | 0.015932 | 0.014604
z = 8.5 bohr: 0.014606 | 0.015934 | 0.014606
band slope_z / cell length (1/atomic time): 0.014606
flux spread over z, j (1/atomic time): 0.008822
flux spread over z, J (1/atomic time): 1.23e-05
share of integrated |J - j| outside cores: 0.5052
sphere integral / moment, confined solution: 1
sphere integral / moment, free-space solution: 1/3
velocity_z (m/s): 2.8759e+05
charge flux magnitude per electron and cell (microampere): 96.747
```
